# Binding energy of a two-dimensional exciton with uniform screening

## Question

I am stuck on an exercise about excitons in a two-dimensional semiconductor. An electron and a hole move in a plane, their reduced mass is 0.25 free-electron masses, and the dielectric constant is 5 everywhere. I have to find the binding energy.

I took the hydrogen ground state and rescaled it. The Rydberg energy is proportional to the mass and inversely proportional to the square of the dielectric constant, so I wrote

$$
13.6057\ \text{eV}\times\frac{0.25}{5^2}=0.136\ \text{eV}.
$$

I was told that this is the answer for a three-dimensional crystal and that the plane gives something else. I don't see why. The force between the charges is the same $1/r^2$ force, and the ground state of hydrogen has no angular dependence, so what does the missing direction change?

Two more things bother me. If I guess a wave function that solves the equation, how do I know that no state lies lower? And once I have the binding energy, do I subtract it from the transport gap? Say the gap is 2.00 eV.

## Answer

Your rescaling is right, and it gives the correct unit of energy for this problem. What does not carry over is the number that multiplies this unit. It is 1 in three dimensions and has to be worked out afresh in the plane.

### The model

Let the electron and hole have effective masses $m_1$ and $m_2$, the same in all directions of the plane, with energies quadratic in momentum. Both stay strictly in the plane. They attract through

$$
V(r)=-\frac{k}{r},\qquad k=\frac{e^2}{4\pi\varepsilon_0\varepsilon},
$$

where $r$ is their distance and $\varepsilon=5$ fills all space. This is the ordinary Coulomb potential; only the motion is two-dimensional. Zero energy means a free pair at rest, infinitely far apart. The binding energy $E_b$ is the positive energy needed to bring the bound pair to that state, so $E_b=-E_0$, with $E_0$ the ground-state energy.

First remove the motion of the pair as a whole. With $M=m_1+m_2$, define

$$
\mathbf X=\frac{m_1\mathbf r_1+m_2\mathbf r_2}{M},\qquad \mathbf r=\mathbf r_1-\mathbf r_2 .
$$

The chain rule gives

$$
\nabla_1=\frac{m_1}{M}\nabla_X+\nabla_r,\qquad
\nabla_2=\frac{m_2}{M}\nabla_X-\nabla_r .
$$

Square each, divide by its mass and add. The mixed terms are $+\frac{2}{M}\nabla_X\cdot\nabla_r$ and $-\frac{2}{M}\nabla_X\cdot\nabla_r$, which cancel. The rest is

$$
\frac{\nabla_1^2}{m_1}+\frac{\nabla_2^2}{m_2}
=\frac{m_1+m_2}{M^2}\nabla_X^2+\left(\frac1{m_1}+\frac1{m_2}\right)\nabla_r^2
=\frac{\nabla_X^2}{M}+\frac{\nabla_r^2}{\mu},
$$

with $1/\mu=1/m_1+1/m_2$. The potential depends on $\mathbf r$ alone, so the internal energy follows from

$$
H=-\frac{\hbar^2}{2\mu}\nabla^2-\frac{k}{r}.
$$

For example, two masses of $0.50\,m_e$, with $m_e$ the free-electron mass, give $1/\mu=4/m_e$ and hence your $\mu=0.25\,m_e$.

### The units of length and energy

Write $\mu=\mu_r m_e$. The effective Bohr radius is

$$
a=\frac{\hbar^2}{\mu k}
=\frac{4\pi\varepsilon_0\hbar^2}{m_e e^2}\,\frac{\varepsilon}{\mu_r}
=a_B\frac{\varepsilon}{\mu_r},
$$

where $a_B$ is the Bohr radius of hydrogen with a fixed nucleus. The effective Rydberg energy is

$$
\mathrm{Ry}^*=\frac{k}{2a}
=\frac{e^2}{8\pi\varepsilon_0a_B}\,\frac{\mu_r}{\varepsilon^2}
=\mathrm{Ry}\,\frac{\mu_r}{\varepsilon^2}.
$$

One factor $1/\varepsilon$ comes from the weaker attraction and the other from the larger radius. Since $k=\hbar^2/(\mu a)$, we can also write $\mathrm{Ry}^*=\hbar^2/(2\mu a^2)$. Your 0.136 eV is $\mathrm{Ry}^*$.

### Where the dimension enters

The unit vector $\hat{\mathbf r}=(x/r,\,y/r)$ points away from the origin. Because $\partial r/\partial x=x/r$, its divergence in the plane is

$$
\nabla\cdot\hat{\mathbf r}
=\left(\frac1r-\frac{x^2}{r^3}\right)+\left(\frac1r-\frac{y^2}{r^3}\right)
=\frac2r-\frac{r^2}{r^3}=\frac1r .
$$

In space there are three terms $1/r$ instead of two, and the result is $2/r$. So even a function without angular dependence feels the number of dimensions: its gradient is $f'(r)\hat{\mathbf r}$, and in the plane

$$
\nabla^2f=\nabla\cdot(f'\hat{\mathbf r})=f''+\frac{f'}{r}.
$$

Try $\psi=e^{-\lambda r}$ with $\lambda>0$. Then $\psi'=-\lambda\psi$ and $\psi''=\lambda^2\psi$, so

$$
H\psi=\left[-\frac{\hbar^2\lambda^2}{2\mu}
+\frac1r\left(\frac{\hbar^2\lambda}{2\mu}-k\right)\right]\psi .
$$

For an eigenstate the bracket must be the same number at every $r$. The $1/r$ part must therefore vanish:

$$
\lambda=\frac{2\mu k}{\hbar^2}=\frac2a .
$$

What remains is the energy,

$$
E=-\frac{\hbar^2\lambda^2}{2\mu}
=-4\,\frac{\hbar^2}{2\mu a^2}=-4\,\mathrm{Ry}^* .
$$

The kink at $r=0$ hides no extra point-like term in the Laplacian. The flux of $\nabla\psi$ through a circle of small radius $\delta$ is $-2\pi\delta\lambda e^{-\lambda\delta}$, which goes to zero with $\delta$.

### Why no state lies lower

Take any normalized, smooth $\psi$ that vanishes at large distance; it may be complex and may depend on angle. Keep $\lambda=2/a$ and start from an integral that cannot be negative:

$$
0\le\int|\nabla\psi+\lambda\hat{\mathbf r}\psi|^2\,d^2r
=\int\left(|\nabla\psi|^2+\lambda^2|\psi|^2
+\lambda\hat{\mathbf r}\cdot\nabla|\psi|^2\right)d^2r .
$$

The last term arises because $\psi^*\nabla\psi+\psi\nabla\psi^*=\nabla|\psi|^2$. Integrate it by parts:

$$
\lambda\int\hat{\mathbf r}\cdot\nabla|\psi|^2\,d^2r
=-\lambda\int|\psi|^2\,\nabla\cdot\hat{\mathbf r}\,d^2r
=-\lambda\int\frac{|\psi|^2}{r}\,d^2r .
$$

There is no boundary term at infinity, where $\psi$ vanishes, and none from a small circle around the origin, whose length shrinks to zero. Now multiply everything by $\hbar^2/(2\mu)$. The coefficient of the $1/r$ term becomes $\hbar^2\lambda/(2\mu)=\hbar^2/(\mu a)=k$, which is the Coulomb strength. Hence

$$
\langle H\rangle+4\,\mathrm{Ry}^*
=\frac{\hbar^2}{2\mu}\int|\nabla\psi+\lambda\hat{\mathbf r}\psi|^2\,d^2r\ \ge 0 .
$$

Other states of finite kinetic energy are limits of such smooth functions, so the bound holds for them too. Equality requires $\nabla\psi=-\lambda\hat{\mathbf r}\psi$, which is the same as $\nabla(e^{\lambda r}\psi)=0$. The solution is a constant times $e^{-\lambda r}$. The exponential is therefore the ground state, and it is the only one.

The identity can be tried on a function that is not an eigenstate, such as the lopsided Gaussian $(1+x/w)e^{-r^2/w^2}$ with $w=12.0$ Å. Its energy, integrated numerically for your parameters, is $-0.2874$ eV. The squared term, integrated separately, is $0.2568$ eV. Their difference is $-0.2874-0.2568=-0.5442$ eV, which is the value of $-4\,\mathrm{Ry}^*$ found below.

### What the missing direction changes

Compare the plane and space using the same exponential $e^{-\kappa r}$, with $\kappa$ still free. Since $|\nabla\psi|^2=\kappa^2|\psi|^2$, the mean kinetic energy is $\hbar^2\kappa^2/(2\mu)$ in both cases. The mean of $1/r$ differs, because the area element carries a factor $r$ and the volume element a factor $r^2$:

$$
\left\langle\frac1r\right\rangle_{2D}
=\frac{\int_0^\infty e^{-2\kappa r}dr}{\int_0^\infty r\,e^{-2\kappa r}dr}
=\frac{1/(2\kappa)}{1/(4\kappa^2)}=2\kappa,
$$

$$
\left\langle\frac1r\right\rangle_{3D}
=\frac{\int_0^\infty r\,e^{-2\kappa r}dr}{\int_0^\infty r^2e^{-2\kappa r}dr}
=\frac{1/(4\kappa^2)}{1/(4\kappa^3)}=\kappa .
$$

With this exponential shape and the same kinetic cost, the plane gives twice the attraction, because it has relatively less room at large distance. With $g=2$ in the plane and $g=1$ in space, the energy is

$$
E(\kappa)=\frac{\hbar^2\kappa^2}{2\mu}-gk\kappa .
$$

Setting the derivative to zero gives $\kappa=g\mu k/\hbar^2=g/a$. Inserting this value,

$$
E=\frac{\hbar^2g^2}{2\mu a^2}-\frac{g^2k}{a}
=g^2\,\mathrm{Ry}^*-2g^2\,\mathrm{Ry}^*=-g^2\,\mathrm{Ry}^* .
$$

Twice the attraction thus gives four times the binding, because the pair also contracts to half the decay length. In space the proof above works with $\nabla\cdot\hat{\mathbf r}=2/r$ and $\lambda=1/a$, so $-\mathrm{Ry}^*$ is the ground-state energy there.

### The numbers

The length and energy units are

$$
a=0.5292\ \text{Å}\times\frac{5}{0.25}=10.58\ \text{Å},\qquad
\mathrm{Ry}^*=13.6057\ \text{eV}\times\frac{0.25}{25}=0.1361\ \text{eV}.
$$

The binding energy is

$$
E_b=4\,\mathrm{Ry}^*=4\times0.1361\ \text{eV}\approx0.54\ \text{eV},
$$

or about 52.5 kJ/mol. Further digits, such as 0.5442 eV, are useful for comparing calculations within the model, but they say nothing more about a material.

Diagonalizing the radial Hamiltonian on a grid, without using the formula, gives 0.5442 eV in the plane and 0.1361 eV in space. The numerical output below lists these values with the others.

The same grid calculation gives 1.0884 eV when the mass is doubled and 0.1361 eV when $\varepsilon$ is doubled instead. These are the expected factors 2 and 1/4. The last value equals your three-dimensional one because doubling $\varepsilon$ costs a factor of four, just as going from the plane to space does. The square also makes the result sensitive to the screening: raising $\varepsilon$ by 10% divides $E_b$ by $1.1^2=1.21$, a reduction of about 17%.

### Size of the pair and energy balance

The mean distance between electron and hole is

$$
\langle r\rangle
=\frac{\int_0^\infty r^2e^{-2\lambda r}dr}{\int_0^\infty r\,e^{-2\lambda r}dr}
=\frac{1/(4\lambda^3)}{1/(4\lambda^2)}
=\frac1\lambda=\frac a2=5.29\ \text{Å}.
$$

The mean potential energy follows from $\langle1/r\rangle=2\lambda=4/a$:

$$
\langle V\rangle=-\frac{4k}{a}=-8\,\mathrm{Ry}^*=-1.09\ \text{eV}.
$$

The mean kinetic energy is $\hbar^2\lambda^2/(2\mu)=4\,\mathrm{Ry}^*=0.54$ eV. Half of the attraction is thus spent on confining the pair, and the other half is left as binding.

### The transport gap and the exciton energy

Do subtract the binding energy from the gap, but give the result its proper name. The transport gap $E_\text{gap}$ is the energy needed to create an electron and a hole that are far apart and at rest. In our convention this is the zero of the pair energy. The bound pair lies lower by $E_b$, so with the centre of mass at rest

$$
E_X=E_\text{gap}-E_b=2.00\ \text{eV}-0.54\ \text{eV}=1.46\ \text{eV}.
$$

This is the energy of the lowest exciton. The transport gap itself stays at 2.00 eV, since separated carriers still cost that much. If the band edges lie at the same crystal momentum and symmetry allows the transition, light can create the exciton at 1.46 eV. To turn it into two free carriers, another 0.54 eV must be supplied.

The 2.00 eV is an input here. The model does not tell you how the gap itself would change if the surroundings of the layer were changed.

### When the result fails

The formula needs a pair that is large compared with the lattice spacing, so that effective masses and a dielectric constant make sense. A mean distance of about 5 Å is not large compared with typical spacings of roughly 3 Å. With these parameters the model is already at the edge of its range.

It also needs the two charges to stay at the same height. To see how strict this is, hold the electron and hole in two parallel planes a distance $d$ apart. The potential becomes $-k/\sqrt{r^2+d^2}$, with $r$ now the in-plane distance. It is weaker than $-k/r$ everywhere, so every state has a higher mean energy than before, and the new binding energy $E_b'$ cannot exceed $E_b$.

A bound from the other side comes from using the old ground state as a trial function. Its normalization is

$$
|\psi(0)|^2\int_0^\infty e^{-2\lambda r}\,2\pi r\,dr
=|\psi(0)|^2\frac{\pi}{2\lambda^2}=1,
\qquad |\psi(0)|^2=\frac{2\lambda^2}{\pi}.
$$

The loss of attraction in this state is at most what we get by replacing $|\psi(r)|^2$ with its largest value, $|\psi(0)|^2$:

$$
\Delta\le 2\pi k|\psi(0)|^2\int_0^\infty
\left(1-\frac{r}{\sqrt{r^2+d^2}}\right)dr .
$$

Up to a radius $R$ the integral is $R-\sqrt{R^2+d^2}+d$, which tends to $d$ for large $R$. Therefore

$$
\Delta\le4k\lambda^2d=\frac{16kd}{a^2}=32\,\mathrm{Ry}^*\frac da=8E_b\frac da .
$$

The true ground state lies no higher than the trial energy, and so

$$
E_b\left(1-\frac{8d}{a}\right)\le E_b'\le E_b .
$$

For $d\to0$ both sides return to the planar result. But the lower bound becomes empty at $d=a/8\approx1.3$ Å. This $d$ is the vertical separation of the charges, not the thickness of a layer. If both carriers are spread with a fixed profile over one layer of thickness $L$, the bound on $\Delta$, being linear in $d$, can be averaged, and $d$ is replaced by the mean of $|z_e-z_h|$. For a uniform spread this mean is $L/3$, so the bound becomes empty at $L=3a/8\approx4.0$ Å, which is comparable to the thickness of a monolayer. The bound does not say how much binding is lost at that distance. What it does guarantee is that the binding energy stays close to the planar value when $d$ is much smaller than $a/8$.

Finally, the screening of a real thin sheet is not uniform. Some of the field lines between the charges run outside the sheet, and the share that does so depends on the distance between the charges. The attraction then no longer has the form $-k/r$ with one value of $\varepsilon$, and the steps above do not apply as they stand. The comparison argument still does: if the true attraction is nowhere stronger than $k/r$ for some chosen $\varepsilon$, then $4\,\mathrm{Ry}^*$ for that $\varepsilon$ is an upper bound on the binding energy, provided the effective-mass description itself holds. The condition must be met at every distance. Far apart, the charges are screened only by the surroundings, so the chosen $\varepsilon$ cannot exceed that of the surroundings. For a free-standing sheet this means $\varepsilon=1$ and a bound of $4\times13.6057\ \text{eV}\times0.25=13.6$ eV, which says little.

So 0.54 eV is the answer to your exercise as posed. For a particular monolayer you would need its distance-dependent interaction before quoting a binding energy.

## Values computed for the example and the checks

```
electron mass: 0.50 m_e
hole mass: 0.50 m_e
reduced mass: 0.25 m_e
dielectric constant: 5.0
chosen transport gap: 2.00 eV
Rydberg energy: 13.6057 eV
Bohr radius: 0.5292 angstrom
hbar^2/(2 mu): 15.2399 eV angstrom^2
Coulomb strength k: 2.8799 eV angstrom
effective Bohr radius a: 10.584 angstrom
effective Rydberg Ry*: 0.1361 eV
decay constant 2/a: 0.1890 1/angstrom
2D binding energy, formula: 0.5442 eV
2D binding energy, converted: 52.5 kJ/mol
2D binding energy, grid: 0.5442 eV
3D binding energy, grid: 0.1361 eV
ratio 2D/3D, grid: 4.0000
2D binding, doubled mass, grid: 1.0884 eV
2D binding, doubled eps, grid: 0.1361 eV
mean radius, formula a/2: 5.292 angstrom
mean radius, grid: 5.292 angstrom
mean potential energy, formula: -1.0885 eV
mean potential energy, grid: -1.0884 eV
mean kinetic energy, formula: 0.5442 eV
mean kinetic energy, grid: 0.5442 eV
trial Gaussian width: 12.0 angstrom
trial function energy: -0.2874 eV
trial excess from the square: 0.2568 eV
lowest exciton energy: 1.4558 eV
```
